\section*{Spin–orbit coupling and the magnetic moments of octahedral $t_{2g}^n$ ions}

\section*{Appendix: Kotani moments of octahedral $t_{2g}^n$ ions}

A routine that converts an electron count into a moment by the spin-only rule $\mu=2\sqrt{S(S+1)}$ returns $\sqrt3$ for $d^1$ and low-spin $d^5$ and $\sqrt8$ for $d^2$ and low-spin $d^4$, at every temperature. In an octahedral field these four ions keep an orbital moment, and spin--orbit coupling splits their ground terms into levels spaced by amounts of the order of the coupling constant $\zeta$, so that the moment depends on $\zeta/kT$. For a coupling constant of $1000~\mathrm{cm^{-1}}$ at 300~K the model below gives 0.91, 1.84, 3.39 and 2.16 Bohr magnetons for $d^1$, $d^2$, $d^4$ and $d^5$. In this model, for $kT\ll\zeta$, the $d^1$ and $d^4$ values go to zero as $\sqrt T$ while the susceptibility stays finite, so in that range a Curie law describes neither ion. For infinite cubic splitting the $d^1$ zero requires a spin $g$ factor equal to twice the orbital reduction factor. With $g=2$ and no reduction, a large but finite splitting leaves a small nonzero moment. Both points are shown below.

\section{Model and conventions}

The ions are isolated, the field is exactly cubic (no Jahn--Teller or low-symmetry distortion, no exchange), and the splitting $\Delta=10Dq$ is taken infinite, so that all $n$ electrons occupy $t_{2g}$. Angular momenta are in units of $\hbar$. The one-electron coupling is $\zeta\,\mathbf L\cdot\mathbf s$ with $\zeta>0$. The Zeeman term is $\mu_B B M_z$ with $\mathbf M=\kappa\mathbf L+g\mathbf S$, where $\kappa$ is the orbital reduction factor; Kotani's case is $\kappa=1$, $g=2$. With $F$ the free energy per ion,
\begin{equation}
\chi=-N\left.\frac{\partial^2F}{\partial B^2}\right|_{B=0},\qquad
\mu^2=\frac{3kT\chi}{N\mu_B^2},\qquad x=\frac{\zeta}{kT},
\end{equation}
in Gaussian units, and $\mu$ is in Bohr magnetons. The limit $B\to0$ is taken before $T\to0$.

\section{Effective angular momentum}

With $L_z=-i(x\partial_y-y\partial_x)$ acting on the angular polynomials,
\begin{equation}
L_z\,yz=-i\,zx,\qquad L_z\,zx=+i\,yz,\qquad L_z\,xy=-i\,(x^2-y^2).
\end{equation}
A rotation by $45^\circ$ about $z$ turns $xy$ into $(x^2-y^2)/2$, so for normalized orbitals $L_z|xy\rangle=-2i|x^2-y^2\rangle$, which is an $e_g$ state and is removed by the projector $P$ on $t_{2g}$. The $p$ functions obey $L_zx=+iy$, $L_zy=-ix$, $L_zz=0$. Under the map $yz\to x$, $zx\to y$, $xy\to z$ the projected matrix equals the $p$ matrix with the opposite sign, and the cyclic permutation of the axes gives the same for $L_x$ and $L_y$:
\begin{equation}
P\mathbf LP=-\mathbf l,\qquad [l_x,l_y]=il_z,\qquad \mathbf l^2=2 .
\end{equation}
With $\boldsymbol{\mathcal L}=\sum_i\mathbf l_i$, for every $n$,
\begin{equation}
H_{so}=-\zeta\sum_i\mathbf l_i\cdot\mathbf s_i,\qquad
\mathbf M=-\kappa\boldsymbol{\mathcal L}+g\mathbf S .
\label{HM}
\end{equation}

\section{Hund terms and their spin--orbit levels}

Each $t_{2g}$ orbital has definite parity under $x\to-x$, $y\to-y$, $z\to-z$, so a Coulomb integral survives only when its four orbital labels pair up. This leaves $U=(aa|aa)$, $U'=(aa|bb)$ and $J_H=(ab|ab)$; the last serves for exchange and for pair hopping because the orbitals are real. For pure $d$ angular shapes a $45^\circ$ rotation about $z$ takes $a=yz$ into $(a+b)/\sqrt2$ with $b=zx$, whose density is $(aa+bb+2ab)/2$. Its self-repulsion must equal $U$, so $U=\tfrac14(2U+2U'+4J_H)$ and $U=U'+2J_H$. In Racah parameters the exchange integral, evaluated with Gaunt coefficients, is $J_H=3B+C$; this only labels the parameter.

For two electrons the spin triplets on $a\ne b$ (9 states) have energy $U'-J_H$, and the singlets on $a\neq b$ (3 states) have $U'+J_H$. The singlets $aa$ have a $3\times3$ matrix with $U$ on the diagonal and $J_H$ elsewhere, with eigenvalues $U-J_H=U'+J_H$ (twice) and $U+2J_H=U'+4J_H$. The terms therefore lie at $0$, $2J_H$ and $5J_H$. The antisymmetric product of two $l=1$ states has $\mathcal L=1$, the symmetric one has $\mathcal L=2$ and $0$, and $\sum_a aa$ is the scalar. The operator
\begin{equation}
H_{int}=-J_H\left(2\mathbf S^2+\tfrac12\boldsymbol{\mathcal L}^2\right)+f(n)
\label{Hint}
\end{equation}
has the values $-5J_H$, $-3J_H$, $0$ on $(S,\mathcal L)=(1,1),(0,2),(0,0)$, which reproduces these spacings. A pair interaction is fixed by its action on two electrons, and the single-particle parts of $\mathbf S^2$ and $\boldsymbol{\mathcal L}^2$ are proportional to $n$, so \eqref{Hint} holds for all $n$. The lowest terms are $(\tfrac12,1)$ for $n=1,5$, $(1,1)$ for $n=2,4$, $(\tfrac32,0)$ for $n=3$ and $(0,0)$ for $n=6$. For $n=2,3,4$ the assumption $J_H\gg\zeta,kT$ now restricts the problem to that term.

$H_{so}$ is a sum over electrons of scalar products of an orbital vector and a spin vector. The Wigner--Eckart theorem, applied to the orbital and the spin components, makes this sum $\lambda\,\boldsymbol{\mathcal L}\cdot\mathbf S$ inside a term. The constant follows from the state with $M_{\mathcal L}=\mathcal L$, $M_S=S$, a single determinant in which only $l_zs_z$ has a diagonal element and $\langle\boldsymbol{\mathcal L}\cdot\mathbf S\rangle=\mathcal LS$. Listing the occupied $l_z$ with spin:
\begin{align}
d^1&:\ (1\!\uparrow) & \lambda/2&=-\zeta\cdot\tfrac12 & \lambda&=-\zeta\\
d^2&:\ (1\!\uparrow,0\!\uparrow) & \lambda&=-\zeta(\tfrac12+0) & \lambda&=-\zeta/2\\
d^4&:\ (1\!\uparrow,0\!\uparrow,-1\!\uparrow,1\!\downarrow) & \lambda&=-\zeta(0-\tfrac12) & \lambda&=+\zeta/2\\
d^5&:\ (1\!\uparrow,0\!\uparrow,-1\!\uparrow,1\!\downarrow,0\!\downarrow) & \lambda/2&=-\zeta(0-\tfrac12+0) & \lambda&=+\zeta
\end{align}
The three parallel spins contribute $\tfrac12+0-\tfrac12=0$. Since $\mathbf M$ has the same form in all cases, $d^5$ and $d^2$ follow from $d^1$ and $d^4$ by $x\to-x$. With $\mathbf J=\boldsymbol{\mathcal L}+\mathbf S$, the levels are $E_J=\tfrac\lambda2[J(J+1)-\mathcal L(\mathcal L+1)-S(S+1)]$. For $d^1$, $J=\tfrac32$ lies at $-\zeta/2$ and $J=\tfrac12$ at $+\zeta$. For $d^4$, $J=0,1,2$ lie at $-\zeta,-\zeta/2,+\zeta/2$. For $d^3$, $\mathcal L=0$ removes both the coupling and the orbital moment, and $\mu^2=g^2\cdot\tfrac{15}{4}=15$; for $d^6$, $\mu=0$.

\section{Susceptibility}

Let $b=\mu_BB$ and $\beta=1/kT$, and choose in each level the basis $|Jm\rangle$, in which $M_z$ is diagonal with values $g_Jm$. Second-order perturbation theory, valid for $b\ll\zeta$, gives
\begin{equation}
E_{Jm}(b)=E_J+b\,g_Jm-b^2w_{Jm},\qquad
w_{Jm}=\sum_{J'\ne J}\frac{|\langle J'm|M_z|Jm\rangle|^2}{E_{J'}-E_J}.
\end{equation}
For $b\ll kT$ the Boltzmann factors expand as
\begin{equation}
Z(b)=\sum_{Jm}e^{-\beta E_J}\left[1-\beta b\,g_Jm+b^2\left(\tfrac12\beta^2g_J^2m^2+\beta w_{Jm}\right)\right].
\end{equation}
The linear term cancels between $m$ and $-m$. Then $F=-kT\ln Z$ has the quadratic part $-b^2\langle\tfrac12\beta g_J^2m^2+w\rangle$, a thermal average at zero field, and two derivatives give $\chi=N\mu_B^2\langle\beta g_J^2m^2+2w\rangle$. Multiplying by $3kT/N\mu_B^2$ yields the Van Vleck formula
\begin{equation}
\mu^2=\frac{3}{Z_0}\sum_Je^{-\beta E_J}\left[g_J^2\sigma_J+2kT\sum_{J'\neq J}\frac{W_{JJ'}}{E_{J'}-E_J}\right],
\label{VV}
\end{equation}
with $Z_0=\sum_J(2J+1)e^{-\beta E_J}$, $\sigma_J=\sum_mm^2$ and $W_{JJ'}=\sum_m|\langle J'm|M_z|Jm\rangle|^2$. The values of $\sigma_J$ are $\tfrac12,2,5,10$ for $J=\tfrac12,1,\tfrac32,2$. The result is independent of the field direction, because the Hamiltonian commutes with $\mathbf J$ and $\mathbf M$ is a vector under it.

\section{Matrix elements}

Substituting $\boldsymbol{\mathcal L}=\mathbf J-\mathbf S$ in \eqref{HM} gives $\mathbf M=-\kappa\mathbf J+(g+\kappa)\mathbf S$. Inside a level the projection theorem replaces $\mathbf S$ by $\alpha_J\mathbf J$, with $\alpha_J=\langle\mathbf S\cdot\mathbf J\rangle/J(J+1)$, and squaring $\boldsymbol{\mathcal L}=\mathbf J-\mathbf S$ gives
\begin{equation}
\alpha_J=\frac{J(J+1)+S(S+1)-\mathcal L(\mathcal L+1)}{2J(J+1)},\qquad g_J=-\kappa+(g+\kappa)\alpha_J .
\end{equation}
For $S=\tfrac12$, $\alpha_{3/2}=\tfrac52/\tfrac{15}{2}=\tfrac13$ and $\alpha_{1/2}=-\tfrac12/\tfrac32=-\tfrac13$. For $S=\mathcal L=1$, $\alpha_1=\alpha_2=\tfrac12$. Hence
\begin{equation}
g_{3/2}=\frac{g-2\kappa}{3},\qquad g_{1/2}=-\frac{g+4\kappa}{3},\qquad g_1=g_2=\frac{g-\kappa}{2},
\end{equation}
which are $0$, $-2$ and $\tfrac12$ in Kotani's case.

$J_z$ has no element between levels, so $W_{JJ'}=(g+\kappa)^2\omega_{JJ'}$, with $\omega$ the same sum for $S_z$. Inserting a complete set in the trace over the term gives $\mathrm{Tr}\,S_z^2=\sum_J\alpha_J^2\sigma_J+2\sum_{J<J'}\omega_{JJ'}$. For $S=\tfrac12$ the trace over six states is $\tfrac32$, so
\begin{equation}
2\omega_{\frac12\frac32}=\tfrac32-\tfrac59-\tfrac1{18}=\tfrac{27-10-1}{18}=\tfrac89,\qquad \omega_{\frac12\frac32}=\tfrac49 .
\end{equation}
For $S=1$ one element is needed directly. In the basis $|M_{\mathcal L},M_S\rangle$ the singlet is $(|1,-1\rangle-|0,0\rangle+|{-1},1\rangle)/\sqrt3$, and
\begin{equation}
S_z|J{=}0\rangle=-\tfrac1{\sqrt3}\left(|1,-1\rangle-|{-1},1\rangle\right)=-\sqrt{\tfrac23}\,|J{=}1,m{=}0\rangle ,
\end{equation}
so $\omega_{01}=\tfrac23$ and $\omega_{02}=0$. The trace is $3\times2=6$ and the diagonal part is $\tfrac14(2+10)=3$, so $2(\tfrac23+\omega_{12})=3$ and $\omega_{12}=\tfrac56$.

\section{Closed forms}

Let $a=e^{-x/2}$ and measure energies from the lowest level. A pair of levels with gap $\delta\zeta$ contributes $+2W/(\delta x)$ to the bracket of the lower level in \eqref{VV} and $-2W/(\delta x)$ to the upper. For $d^1$ the gap is $\tfrac32\zeta$, the Boltzmann factor is $a^3$, $Z_0=4+2a^3$ and $2\omega/\delta=\tfrac89\cdot\tfrac23=\tfrac{16}{27}$:
\begin{equation}
\mu^2_{d^1}=\frac{3\left[5x\,g_{3/2}^2+\tfrac12x\,g_{1/2}^2a^3+\tfrac{16}{27}(g+\kappa)^2(1-a^3)\right]}{x\,(4+2a^3)}.
\label{g1}
\end{equation}
For $d^4$ the factors are $1,a,a^3$, and $2\omega/\delta$ is $\tfrac43/\tfrac12=\tfrac83$ for the pair 0--1 and $\tfrac53/1=\tfrac53$ for 1--2:
\begin{equation}
\mu^2_{d^4}=\frac{3\left[(g+\kappa)^2\left\{\tfrac83(1-a)+\tfrac53(a-a^3)\right\}+x\,g_1^2(2a+10a^3)\right]}{x\,(1+3a+5a^3)}.
\label{g4}
\end{equation}
For $\kappa=1$, $g=2$, $(g+\kappa)^2=9$. The numerator of \eqref{g1} becomes $6xa^3+16(1-a^3)$, and a factor 2 cancels against the denominator. The bracket of \eqref{g4} becomes $24(1-a)+15(a-a^3)+x(\tfrac12a+\tfrac52a^3)$. For $d^5$ and $d^2$, $x\to-x$ sends $a\to1/a$; numerator and denominator are multiplied by $-a^3$ to clear the growing exponentials. For $d^5$ the numerator $8+(-3x-8)a^{-3}$ becomes $3x+8-8a^3$, and the denominator $-x(2+a^{-3})$ becomes $x(1+2a^3)$. For $d^2$ the terms $24$, $(-\tfrac x2-9)a^{-1}$, $(-\tfrac{5x}2-15)a^{-3}$ become $-24a^3$, $(\tfrac x2+9)a^2$, $\tfrac{5x}2+15$. Kotani's moments are
\begin{align}
\mu^2_{d^1}&=\frac{8+(3x-8)a^3}{x(2+a^3)},\qquad
\mu^2_{d^5}=\frac{3x+8-8a^3}{x(1+2a^3)},\\
\mu^2_{d^2}&=\frac{3\left[15+\tfrac52x+(9+\tfrac12x)a^2-24a^3\right]}{x(5+3a^2+a^3)},\\
\mu^2_{d^4}&=\frac{3\left[24+(\tfrac12x-9)a+(\tfrac52x-15)a^3\right]}{x(1+3a+5a^3)}.
\end{align}
In code the exponentials in these four forms cannot overflow for $x>0$, whereas \eqref{g1} and \eqref{g4} at negative argument contain $e^{3|x|/2}$ and should be rescaled in the same way. At small $x$ the constants in each numerator cancel; grouping them as $1-a$, $1-a^2$ and $1-a^3$, each evaluated with \texttt{expm1}, avoids the loss of digits.

\section{Limits}

For $kT\ll\zeta$, $a\to0$ and up to exponentially small terms
\begin{equation}
\mu^2_{d^1}=\frac{4kT}\zeta,\quad \mu^2_{d^4}=\frac{72kT}\zeta,\quad
\mu^2_{d^5}=3+\frac{8kT}\zeta,\quad \mu^2_{d^2}=\frac32+\frac{9kT}\zeta .
\end{equation}
The $d^5$ moment tends to $\sqrt3=1.73$. It equals the spin-only value in size, but it comes from $g_{1/2}=-2$, to which the orbit contributes $-\tfrac43$ and the spin $-\tfrac23$. The $d^1$ and $d^4$ moments vanish only as $\sqrt T$, because the field mixes the excited level into the ground level and leaves the temperature-independent susceptibilities $\chi(0)=4N\mu_B^2/3\zeta$ and $24N\mu_B^2/\zeta$.

For $kT\gg\zeta$, but still $kT\ll J_H,\Delta$, expand $Z=\mathrm{Tr}\,e^{-\beta(H+bM_z)}$ over the term. $\mathrm{Tr}\,H=0$, and terms odd in $b$ vanish by time reversal. The $b^2$ terms are $\tfrac12\beta^2\mathrm{Tr}M_z^2-\tfrac16\beta^3\cdot3\,\mathrm{Tr}M_z^2H$, where the three orderings of $M_z,M_z,H$ are equal by cyclicity. With $\langle\cdot\rangle$ the normalized trace, $\mu^2=3\langle M_z^2\rangle-3\beta\langle M_z^2H\rangle$. Traces factor into orbital and spin parts, and $\langle S_i\rangle=\langle\mathcal L_i\rangle=0$, $\langle S_zS_i\rangle=\delta_{zi}S(S+1)/3$. Only the cross term $-2\kappa g\mathcal L_zS_z$ of $M_z^2$ survives against $H=\lambda\boldsymbol{\mathcal L}\cdot\mathbf S$, so for $\mathcal L=1$
\begin{equation}
\mu^2=2\kappa^2+g^2S(S+1)+\frac{4\kappa g\lambda}{3kT}S(S+1)+O(x^2).
\end{equation}
In Kotani's case this is $5\mp2x$ for $d^1$, $d^5$ and $10\mp\tfrac83x$ for $d^2$, $d^4$. The $d^4$ and $d^5$ curves start below their high-temperature limits and approach them from above, so each has a maximum. A bounded one-dimensional search on the closed forms places it at $\mu=3.624$, $kT/\zeta=0.452$ for $d^4$ and $\mu=2.539$, $kT/\zeta=0.768$ for $d^5$. Reference values of $\mu$ from the closed forms are
\begin{center}
\begin{tabular}{ccccc}
$kT/\zeta$ & $d^1$ & $d^2$ & $d^4$ & $d^5$\\
0.02 & 0.283 & 1.296 & 1.200 & 1.778\\
0.10 & 0.632 & 1.549 & 2.655 & 1.949\\
0.50 & 1.388 & 2.354 & 3.621 & 2.487\\
1.00 & 1.760 & 2.723 & 3.499 & 2.524\\
5.00 & 2.143 & 3.076 & 3.244 & 2.321
\end{tabular}
\end{center}

\section{Where the result fails}

\subsection*{Orbital reduction}
At $T=0$ only the Curie term of the ground level is left, $\mu(0)^2=3g_J^2\sigma_J/(2J+1)$. This gives $\mu(0)=\sqrt{15}\,|g-2\kappa|/6$ for $d^1$, $(g+4\kappa)/\sqrt{12}$ for $d^5$ and $\sqrt6\,|g-\kappa|/2$ for $d^2$. The $d^1$ zero is a cancellation between spin and orbit that requires $g=2\kappa$. The free-electron value $g=2.00232$ gives 0.0015, and $\kappa=0.8$ with $g=2$ gives 0.258 for $d^1$, 1.501 for $d^5$ and 1.470 for $d^2$. The $d^4$ zero holds for any $\kappa$ and $g$, because a singlet has $\sigma_0=0$.

\subsection*{Finite $J_H$}
$H_{so}$ connects the Hund term to higher terms with elements of order $\zeta$ across gaps of order $J_H$. The levels shift by order $\zeta^2/J_H$, which changes the gaps in \eqref{VV} by the relative amount $\zeta/J_H$. Both $\boldsymbol{\mathcal L}$ and $\mathbf S$ commute with \eqref{Hint}, so $\mathbf M$ has no element between terms, and the matrix elements change only through the admixed weight, at order $(\zeta/J_H)^2$. At fixed $kT/\zeta>0$ the leading correction to $\mu^2$ is in general first order for $d^2$ and $d^4$, and second order for $d^3$, which has no internal gap. The first-order part enters only through the gaps, so for $d^2$ it vanishes as $T\to0$, where the Curie term of the $J=2$ level changes at second order.

The $d^4$ singlet survives for every $J_H\ge0$ in this model. Measure $H_{int}$ from the Hund term, so that it is non-negative; $J$ stays conserved. At $J_H=0$ the state with four electrons in $j=\tfrac32$ has $J=0$, and every other state has at least one electron in $j=\tfrac12$ and energy at least $-\tfrac32\zeta+\zeta=-\zeta/2$. Adding a non-negative operator lowers no eigenvalue of any $J$ block. The lowest $J=0$ energy is at most $-\zeta$, the expectation value in the $J=0$ state of the Hund term. The gap is therefore at least $\zeta/2$. The configuration has one $J=1$ level, which lies wholly in the Hund term, so $M_z$ reaches it only from the part of the ground state, of weight $c^2$, in that term. With $E_g$ the gap to it, $\chi(0)=2\cdot9\cdot\tfrac23c^2N\mu_B^2/E_g=12c^2N\mu_B^2/E_g$. At $J_H=0$ the electrons are independent, the four filled $j=\tfrac32$ states are excited across $\tfrac32\zeta$ with weights that sum to $9\cdot\tfrac49=4$, and $\chi(0)=2\cdot4N\mu_B^2/\tfrac32\zeta=16N\mu_B^2/3\zeta$.

\subsection*{Finite $\Delta$ for $d^1$}
Take $\kappa=1$, $g=2$. The quartet member $m=\tfrac32$ is $l_z=+1$, spin up, which by $L_z=-l_z$ on $(yz,zx)$ is the true $d$ state $m_l=-1$. The term $\tfrac12L_+s_-$ takes it to $|z^2\!\downarrow\rangle$ with amplitude $\tfrac12\sqrt6=\sqrt{3/2}$. The four $e_g$ spin-orbitals form a quartet of the same cubic symmetry, so by Schur's lemma every member couples to its partner with strength $\sqrt{3/2}\,\zeta$ and acquires the admixture $\sqrt{3/2}\,\zeta/\Delta$ to first order. The fourfold rotation about $z$ labels the four members differently, which fixes the partners and keeps $M_z$ diagonal. For $m=\pm\tfrac32$ the partner is $z^2$, and $L_z|z^2\rangle=0$ leaves the moment zero to first order in $\zeta/\Delta$. The state $m=\tfrac12$ is $\sqrt{2/3}\,|xy\!\uparrow\rangle+\sqrt{1/3}\,|l_z{=}1,\downarrow\rangle$, with partner $|x^2-y^2,\uparrow\rangle$. Its coupling has a part of size $\sqrt{2/3}\cdot2\cdot\tfrac12=2/\sqrt6$ from $L_zs_z$ and a part of size $\sqrt{1/3}\cdot1\cdot\tfrac1{\sqrt2}=1/\sqrt6$ from $\tfrac12L_-s_+$. These sizes add to $\sqrt{3/2}$, so both parts have the phase of the $L_z$ element, and the two cross terms of $\langle M_z\rangle$ are real and equal. $S_z$ does not connect $t_{2g}$ to $e_g$. Thus
\begin{equation}
|\langle M_z\rangle|=2\cdot\sqrt{\tfrac32}\frac\zeta\Delta\cdot2\sqrt{\tfrac23}=\frac{4\zeta}\Delta,\qquad
\mu(0)^2=3\cdot\frac{2\cdot16}{4}\frac{\zeta^2}{\Delta^2},
\end{equation}
and $\mu(0)=2\sqrt6\,\zeta/\Delta$ to leading order in $\zeta/\Delta$.

For $n\ge2$ a finite $\Delta$ acts through a second channel. The Coulomb interaction can mix the Hund term with $t_{2g}^{n-1}e_g$ terms of the same symmetry, with an amplitude of order $B/\Delta$ that does not depend on $\zeta$, and $\mathbf L$ connects $t_{2g}$ to $e_g$, so the orbital moment changes at first order in that amplitude. The closed forms above omit this, and the worked example shows that at realistic $\Delta$ it outweighs the finite-$J_H$ correction.

\section{Worked example}

Round model parameters are $\zeta=1000~\mathrm{cm^{-1}}$ and $T=300$~K. Then $kT=208.51~\mathrm{cm^{-1}}$, $x=4.7959$, $a=0.09090$, $a^2=0.008263$ and $a^3=0.0007512$. A field of 1~T gives $\mu_BB=0.467~\mathrm{cm^{-1}}$, far below $kT$ and $\zeta$. The closed forms give
\begin{align*}
\mu^2_{d^1}&=\frac{8+(3x-8)(0.0007512)}{x(2+0.0007512)}=\frac{8.0048}{9.5954}=0.8342,\\
\mu^2_{d^2}&=\frac{3[15+\tfrac52x+(9+\tfrac12x)(0.008263)-24(0.0007512)]}{x(5+3a^2+a^3)}=\frac{81.198}{24.102}=3.369,\\
\mu^2_{d^4}&=\frac{3[24+(\tfrac12x-9)(0.09090)+(\tfrac52x-15)(0.0007512)]}{x(1+3a+5a^3)}=\frac{70.193}{6.1218}=11.466,\\
\mu^2_{d^5}&=\frac{3x+8-8(0.0007512)}{x(1+2a^3)}=\frac{22.382}{4.8031}=4.660,
\end{align*}
so $\mu=0.913$, 1.835, 3.386 and 2.159, and $\mu=\sqrt{15}=3.873$ for $d^3$. For one mole $N\mu_B^2/3k=0.12505~\mathrm{cm^3\,K/mol}$, and $\chi T=0.12505\,\mu^2$ is 0.1043, 0.4213, 1.434 and $0.5827~\mathrm{cm^3\,K/mol}$ for $d^1,d^2,d^4,d^5$. Division by 300~K gives $3.477\times10^{-4}$, $1.404\times10^{-3}$, $4.779\times10^{-3}$ and $1.942\times10^{-3}~\mathrm{cm^3/mol}$. These digits serve to compare implementations and do not indicate the accuracy of the model, which also depends on effects left out here, such as low-symmetry distortion.

With $N\mu_B^2/hc=0.26074~\mathrm{cm^3\,mol^{-1}\,cm^{-1}}$ the plateaus are $\tfrac43\times0.26074/1000=3.477\times10^{-4}~\mathrm{cm^3/mol}$ for $d^1$ and $24\times0.26074/1000=6.258\times10^{-3}~\mathrm{cm^3/mol}$ for $d^4$. Multiplication by $4\pi\times10^{-6}$ converts them to $4.369\times10^{-9}$ and $7.864\times10^{-8}~\mathrm{m^3/mol}$. The $d^1$ susceptibility at 300~K equals its plateau to the four figures shown, since expanding the closed form in $a^3$ gives $\chi/\chi(0)=1+(3x-12)a^3/8$, a relative change of about $2\times10^{-4}$ here.

Setting $\kappa=0.8$ in \eqref{g1} and \eqref{g4} gives, at 300~K, 0.891, 1.946, 3.170 and 1.924 for $d^1,d^2,d^4,d^5$.

The remaining values are numerical. The Hamiltonian with the Zeeman term was diagonalized in the whole $t_{2g}^n$ space (or the ten-state $d$ shell), and $\chi$ was taken from the central second difference of $F$ with step $b=0.005\min(kT,\zeta)$ and one Richardson extrapolation; $\chi(0)$ was evaluated at $kT=0.02\zeta$. For $B=500$ and $C=2000~\mathrm{cm^{-1}}$, $J_H=3500~\mathrm{cm^{-1}}$, and the 300~K moments are 1.78 ($d^2$), 3.86 ($d^3$) and 3.24 ($d^4$), lower than the Kotani values by about 3\%, 0.3\% and 4\% of those values. The $d^4$ gap opens from $\zeta/2$ to $607.5~\mathrm{cm^{-1}}$, and $\chi(0)$ falls from 24 to 19.64 in units of $N\mu_B^2/\zeta$. The gap alone, with $c^2=1$, gives $12\times1000/607.5=19.75$; the small remainder is the factor $c^2=0.994$.

These shifts hold for infinite $\Delta$. With the same $B$, $C$, $\zeta$ and $\Delta=20000~\mathrm{cm^{-1}}$, diagonalization of the whole $d^n$ shell gives 300~K moments of 1.48, 3.62, 2.92, 2.39 and 0.75 for $d^2$ to $d^6$, against the Kotani values 1.84, 3.87, 3.39, 2.16 and 0; at $\Delta=30000~\mathrm{cm^{-1}}$ they are 1.56, 3.70, 3.03, 2.33 and 0.61. Without spin--orbit coupling, the largest eigenvalue of $L_z$ in the ground term at $\Delta=20000~\mathrm{cm^{-1}}$ is 1.22 for $d^2$, 1.04 for $d^4$ and 1.21 for $d^5$ in place of 1. For $n\ge2$ the finite splitting is thus a larger correction than finite $J_H$ at these parameters.

For $d^1$ with $\Delta=20000~\mathrm{cm^{-1}}$, the eigenvectors of the ground quartet give $\mu(0)=0.233$, about 5\% below the leading-order $2\sqrt6/20=0.245$. At $\Delta/\zeta=1000$ the same calculation gives $\mu(0)\Delta/\zeta=4.895$. At 300~K the moment moves only from 0.913 to 0.920, an increase of about 0.012 in $\mu^2$, less than the Curie part $0.233^2=0.054$. The Van Vleck part has therefore decreased. Three changes of order $1/\Delta$ contribute. The quartet is pushed down by $\tfrac32\zeta^2/\Delta$ while the doublet has no $e_g$ partner, which widens the gap $\tfrac32\zeta$ by the fraction $\zeta/\Delta$ and changes $\mu^2$ by $-0.039$. The quartet--doublet weight $W$ falls from 4 to 3.61, a further $-0.078$. A new Van Vleck term to the $e_g$ quartet adds $+0.074$. The small net change of $\mu^2$ is a cancellation among these three and the Curie part. A small error at room temperature thus does not justify the $d^1$ zero at low temperature, where $24\zeta^2/\Delta^2$ exceeds $4kT/\zeta$ for $kT<6\zeta^3/\Delta^2$ at leading order.
